# Superexchange and the Néel temperature rise from MnO to NiO

## Superexchange and the rise of the Néel temperature from MnO to NiO

MnO, FeO, CoO and NiO share the rock-salt structure and order antiferromagnetically with the same propagation vector, ferromagnetic (111) sheets alternating in sign. The cations are high-spin \(d^n\) ions, \(n=5,\dots,8\), with \(2S=10-n\) half-filled orbitals. The spin shrinks along the series, yet the Néel temperature climbs from roughly 120 K to roughly 520 K (rough measured sizes), a factor of about 4.3. At fixed exchange constant mean-field theory gives \(T_N\propto S(S+1)\), which falls to a fraction \(2/8.75=0.23\) of its MnO value. The explanation examined here has two parts. The exchange constant between total spins is a sum over orbital channels divided by \(4S^2\), and the dominant channel strengthens as the charge-transfer energy \(\Delta\) falls.

### One channel

The convention is \(H=\sum_{\rm bonds}J\,\mathbf S_i\cdot\mathbf S_j\), each bond counted once, \(J>0\) antiferromagnetic, with atomic units in the algebra. Take a straight M–O–M bond along \(z\). The half-filled \(3z^2-r^2\) orbitals, labelled 1 and 2, couple to the filled O \(p_z\) orbital. Four electrons in three orbitals are two holes. The one-hole hopping \(v\) has \(\langle p|v|1\rangle=\tau_1\), \(\langle p|v|2\rangle=\tau_2\), with \(\tau_1=-\tau_2\) by the parity of \(p_z\) and \(\tau_1^2=\tau_2^2=t^2\). Energies are measured from the state with one hole on each cation. One hole moved to O costs \(\Delta\) (\(d^{n+1}\) plus an O hole), both holes on one cation cost \(U_{\rm eff}=E(d^{n+1})+E(d^{n-1})-2E(d^n)\), and both on O cost \(2\Delta+U_{pp}\).

A spin singlet has a symmetric spatial function and a triplet an antisymmetric one. Write \(|ab\rangle_\pm=(|a,b\rangle\pm|b,a\rangle)/\sqrt2\), upper sign for the singlet. The hopping \(V=v(1)+v(2)\) moves either hole:
\[
V|12\rangle_\pm=\tau_1|p2\rangle_\pm+\tau_2|1p\rangle_\pm .
\]
On \(|p,2\rangle\) it gives \(\tau_1|1,2\rangle+\tau_2|2,2\rangle+\tau_2|p,p\rangle\), and on \(|2,p\rangle\) it gives \(\tau_1|2,1\rangle+\tau_2|2,2\rangle+\tau_2|p,p\rangle\). Combining these, and doing the same for \(|1p\rangle_\pm\),
\[
V|p2\rangle_\pm=\tau_1|12\rangle_\pm+\tau_2\frac{1\pm1}{\sqrt2}\big(|2,2\rangle+|p,p\rangle\big),
\]
\[
V|1p\rangle_\pm=\tau_2|12\rangle_\pm+\tau_1\frac{1\pm1}{\sqrt2}\big(|1,1\rangle+|p,p\rangle\big).
\]
Let \(P\) project on the ground manifold, \(Q=1-P\), and let \(E^{-1}\) divide each excited state by its positive energy. Each hop changes the O occupation by one, so odd orders vanish. Second order is \(-PVE^{-1}VP=-(\tau_1^2+\tau_2^2)/\Delta\) for both spins. Fourth order is
\[
H^{(4)}=-\Phi^\dagger E^{-1}\Phi+\tfrac12\{PVE^{-2}VP,\;PVE^{-1}VP\},\qquad \Phi=QVE^{-1}VP .
\]
With \(PVE^{-2}VP=2t^2/\Delta^2\) and \(PVE^{-1}VP=2t^2/\Delta\), the second term equals \(4t^4/\Delta^3\) for both spins and is dropped. From the equations above, \(\Phi|12\rangle_-=0\), which is Pauli blocking of the triplet, while
\[
\Phi|12\rangle_+=\frac{\sqrt2\,\tau_1\tau_2}{\Delta}\big(|1,1\rangle+|2,2\rangle+2|p,p\rangle\big).
\]
The 2 counts the two orders in which the holes reach oxygen. The amplitudes enter squared, so the parity sign drops out, and the singlet is lowered by
\[
J_\sigma=\frac{2t^4}{\Delta^2}\Big[\frac1{U_{\rm eff}}+\frac1{U_{\rm eff}}+\frac{4}{2\Delta+U_{pp}}\Big]=\frac{4t^4}{\Delta^2}\Big[\frac1{U_{\rm eff}}+\frac{2}{2\Delta+U_{pp}}\Big].
\]
Since \(\mathbf s_1\cdot\mathbf s_2-\tfrac14\) is \(-1\) on the singlet and 0 on the triplet, the effective operator is \(J_\sigma(\mathbf s_1\cdot\mathbf s_2-\tfrac14)\). A convention that writes \(2J\) per bond halves the constant. For \(\Delta\gg U_{\rm eff}\) the result is Anderson's \(4b^2/U_{\rm eff}\) with \(b=t^2/\Delta\). For \(U_{\rm eff}\to\infty\) and \(U_{pp}=0\) it is \(4t^4/\Delta^3\). In both limits \(\Delta\) enters with a higher power than \(U_{\rm eff}\). The expansion requires \(t\ll\Delta\) and \(t^2/\Delta\ll U_{\rm eff}\).

### Counting channels

The other \(2S-1\) half-filled orbitals are spectators tied by Hund's coupling. For the ion take the Kanamori form
\[
H_{\rm ion}=\epsilon N+U\sum_a n_{a\uparrow}n_{a\downarrow}+\sum_{a<b}\Big[U'n_an_b-J_H\big(2\,\mathbf s_a\cdot\mathbf s_b+\tfrac12n_an_b\big)\Big],
\]
neglecting spin–orbit coupling and pair hopping out of filled \(t_{2g}\) orbitals. The Hund multiplet is totally symmetric in its \(2S\) spins. Filling or emptying the active orbital \(a\) removes one spin and leaves the others symmetric, an eigenstate of spin \(S-\tfrac12\). Every state in \(VP\) and in \(\Phi\) is of this kind, apart from a hole returning to the orbital it left, which restores the initial state and is removed by \(Q\). Because \(H^{(4)}\) has the form \(\Phi^\dagger E^{-1}\Phi\), the half-filled spectators on each ion stay in their symmetric state at this order, and \(\Delta\) and \(U_{\rm eff}\) are single numbers. For \(n=6,7,8\) the \(d^{n-1}\) state reached is not the high-spin one: removing a majority-spin \(e_g\) electron leaves spin \(S-\tfrac12\), whereas the high-spin state of \(d^{n-1}\) has spin \(S+\tfrac12\).

A half-filled spectator interacts with \(a\) by \(U'-J_H\) when \(a\) holds one parallel spin, \(2U'-J_H\) when \(a\) is full and 0 when it is empty. It adds \((2U'-J_H)+0-2(U'-J_H)=J_H\) to \(U_{\rm eff}\). A filled spectator contributes \(n_a(2U'-J_H)\), which is linear in \(n_a\) and cancels, as does \(\epsilon\). Hence \(U_{\rm eff}=U+(2S-1)J_H\).

The operator \(J_\sigma(\mathbf s_{a1}\cdot\mathbf s_{a2}-\tfrac14)\) is then projected on the two multiplets. Permutations act trivially on a symmetric multiplet, so \(P\mathbf s_aP\) is the same for all \(2S\) orbitals, and these sum to \(\mathbf S\). Thus \(P\mathbf s_aP=\mathbf S/2S\) and
\[
J=\frac1{4S^2}\sum_{ab}J_{ab},\qquad J_2\simeq\frac{J_\sigma}{4S^2}.
\]
Of the \(4S^2\) orbital pairs only one is a \(\sigma\) channel, for \(d^5\) and \(d^8\) alike. The numerical check diagonalizes the cluster with explicit spectators for \(2S=1\) to 5, extrapolates to \(t\to0\), and asserts that every level follows \(E_k-E_0=Jk(k+1)/2\), the spectrum of \(J\mathbf S_1\cdot\mathbf S_2\) with total spin \(k\), with this \(J_2\) to one part in a thousand.

The \(xz\) and \(yz\) orbitals couple to \(p_x\) and \(p_y\) with hopping \(t_\pi\), giving the same formula with \(t\to t_\pi\). If the two holes go to different O orbitals \(a\ne b\), neither spin state is blocked. The amplitude is \(2t_at_b/\Delta\) and the energy is \(E_0-J_p\) for the triplet and \(E_0+J_p\) for the singlet, with \(E_0=2\Delta+U'_{pp}\) and \(J_p\) the oxygen exchange. The triplet energy minus the singlet energy is
\[
J_{ab}=-\frac{4t_a^2t_b^2}{\Delta^2}\Big[\frac1{E_0-J_p}-\frac1{E_0+J_p}\Big]<0 .
\]
A two-channel \(S=1\) cluster with hoppings \(t\) and \(0.7t\), \(\Delta=U_{\rm eff}=8\), \(J_H=0.8\), \(U_{pp}=4\), \(U'_{pp}=2\) and \(J_p=1\) eV, extrapolated to \(t\to0\), gives \(J/t^4=0.004265\ {\rm eV^{-3}}\), equal to the channel sum. These extra channels exist for \(d^5\) and are absent for \(d^8\), whose \(t_{2g}\) shell is full.

### From \(J_2\) to \(T_N\)

On the fcc cation lattice of cube edge \(a\), the six second neighbours at \(a(\pm1,0,0)\) lie across an oxygen and carry \(J_2\); the twelve first neighbours at \((a/2)(\pm1,\pm1,0)\) carry \(J_1\). Let \(c_i=\cos(q_ia/2)\). The four first neighbours in one plane give \(2\cos(\alpha+\beta)+2\cos(\alpha-\beta)=4\cos\alpha\cos\beta\), and each axis gives \(2\cos q_ia=4c_i^2-2\), so
\[
J(\mathbf q)=\sum_{\mathbf R}J_{\mathbf R}\cos\mathbf q\cdot\mathbf R=-6J_2+4J_2\sum_ic_i^2+4J_1\sum_{i<j}c_ic_j .
\]
The quadratic form has diagonal elements \(4J_2\) and off-diagonal elements \(2J_1\), with eigenvalues \(4J_2+4J_1\) and \(4J_2-2J_1\) (twice). For \(-J_2<J_1<2J_2\) it is positive, the minimum lies at \(c_i=0\), that is \(\mathbf Q=(\pi/a)(1,1,1)\), and \(J(\mathbf Q)=-6J_2\) contains no \(J_1\). Outside this window another order wins and the formula below fails.

With \(\langle S_i^z\rangle=\mu\cos\mathbf Q\cdot\mathbf R_i\) the mean field is \(h_i=-\sum_jJ_{ij}\langle S^z_j\rangle=6J_2\langle S_i^z\rangle\). Expanding the Boltzmann factor \(e^{hS^z/k_BT}\) to first order gives \(\langle S^z\rangle=h\,S(S+1)/3k_BT\), since \(S(S+1)/3\) is the zero-field average of \((S^z)^2\). A nonzero \(\mu\) first appears at
\[
k_BT_N=2S(S+1)J_2=\frac{S+1}{2S}\,J_\sigma .
\]
A \(\mathbf q\)-grid search inside and outside the window and a Boltzmann sum over explicit neighbours test both statements. The spin factor \((S+1)/2S\) runs through 0.70, 0.75, 0.83 and 1.00. The channel factor \(25/4=6.25\) overturns the 0.2286 and leaves \(6.25\times0.2286=1.43=10/7\). A cluster test at equal \(\Delta\) and \(U_{\rm eff}\), with \(J_H=1.2\) eV on the \(S=1\) ions, returns 1.4286. Counting alone therefore falls well short of 4.3.

### Why \(\Delta\) falls

In an ionic picture \(\Delta=A_n+I_{\rm O}+W\), where \(A_n=E(d^{n+1})-E(d^n)\) is the addition energy of the free ion, \(I_{\rm O}\) the removal energy on oxygen, taken as constant, and \(W\) the electrostatic work. In the Kanamori ion the added minority-spin electron pays \((2U'-J_H)-(U'-J_H)=U'\) to a half-filled spectator and \(2U'-J_H\) to a filled one. Each step \(n\to n+1\) thus adds \(U'-J_H\) to \(A_n\), while the extra proton lowers \(\epsilon\). The balance needs a calculation. Nonrelativistic UHF energy differences in def2-TZVP, with orbitals restricted to pure real harmonics and averaged over the two \(e_g\) orbitals, give \(A_n=-11.36,-12.75,-14.04,-15.28\) eV for Mn\(^{2+}\) to Ni\(^{2+}\). The fall is monotonic and totals 3.92 eV; the calculation does not separate its nuclear and exchange parts. The last digit is not converged: def2-QZVP with an added diffuse \(d\) shell raises \(A_n\) by 0.01 to 0.03 eV (fall 3.90 eV) and \(U_{\rm eff}\) by 0.02 to 0.03 eV, and scalar relativity raises \(A_n\) by a further 0.12 to 0.18 eV (fall 3.84 eV) and lowers \(U_{\rm eff}\) by about 0.1 eV. Correlation matters more: atomic spectra put \(A_n\) near \(-13.8\) eV for Mn and \(-18.2\) eV for Ni, a fall of about 4.4 eV. The bare \(U_{\rm eff}\) stays between 21.38 and 21.65 eV (21.38 for Mn, 21.59 for Ni), so the loss of \(3J_H\) is offset by a larger \(U\), conjecturally from contraction of the \(3d\) shell. This supports holding \(U_{\rm eff}\) fixed, provided screening in the solid is similar along the series.

For point charges \(\pm2\) at M–O distance \(d\) the potential is \(+2\alpha/d\) at O and \(-2\alpha/d\) at M, with Madelung constant \(\alpha=1.74756\). Moving an electron from O to M costs \(4\alpha/d\), less \(1/d\) for its attraction to the hole left behind, so \(W=(4\alpha-1)/d\). With rough distances 2.2 Å (MnO) and 2.1 Å (NiO),
\[
\delta W=(4\times1.74756-1)\times14.40\times\Big(\frac1{2.1}-\frac1{2.2}\Big)=+1.87\ {\rm eV},
\]
and the net change is \(-3.92+1.87=-2.05\) eV. Each distance is rounded to 0.1 Å, and a change of 0.05 Å in either shifts \(\delta W\) by \((4\alpha-1)\times14.40\times0.05/d^2\), that is 0.89 to 0.98 eV; polarization and correlation are omitted. Both roundings shrink \(\delta W\): half the measured lattice constants, about 4.445 and 4.177 Å, give \(\delta W=+2.49\) eV and a net change of \(-1.43\) eV with the UHF fall, or \(-1.9\) eV with the spectroscopic one. The net change is therefore about \(-2\) eV with an uncertainty of at least 1 eV.

### How large

Take round model parameters \(t=1\), \(U_{\rm eff}=8\), \(U_{pp}=4\), \(J_H=0.8\) eV and \(\Delta=8,7,6,5\) eV; the element names fix only \(n\) and \(S\). For \(d^5\), \(J_\sigma=0.0625\times(0.1250+0.1000)=0.01406\) eV, \(J_2=0.01406/25=0.00056\) eV and \(k_BT_N=0.70\times0.01406=0.00984\) eV. For \(d^8\), \(J_\sigma=0.1600\times(0.1250+0.1429)=0.04286\) eV, \(J_2=0.04286/4=0.0107\) eV and \(k_BT_N=0.04286\) eV.

| ion | \(J_\sigma\) (eV) | \(T_N\), fourth order (K) | \(T_N\), exact cluster (K) |
|---|---|---|---|
| Mn | 0.0141 | 114 | 107 |
| Fe | 0.0193 | 168 | 154 |
| Co | 0.0278 | 269 | 240 |
| Ni | 0.0429 | 497 | 423 |

Since \(t\) is common, the ratio factorizes:
\[
\frac{T_N({\rm Ni})}{T_N({\rm Mn})}=\frac{10}{7}\times\Big(\frac85\Big)^2\times\frac{0.1250+0.1429}{0.1250+0.1000}=1.43\times2.56\times1.19=4.35 .
\]
Of the logarithm of the ratio, counting supplies 24%, the prefactor \(\Delta^{-2}\) 64% and the bracket 12%.

This agreement with 4.3 is not a prediction. The ratio is 1.43, 1.96, 2.82 and 4.35 for total drops of 0, 1, 2 and 3 eV from the assumed \(\Delta=8\) eV of \(d^5\), and the rough measured ratio requires 3.0 eV, which the round ladder happens to contain. The ionic estimate from rounded distances, 2.05 eV, yields 2.9; with the measured lattice constants the drops of 1.43 and 1.9 eV yield 2.3 and 2.7. Both the required drop and this ratio depend on the assumed starting value: the prefactor contributes \((\Delta_{\rm Mn}/\Delta_{\rm Ni})^2\), which for a given drop grows as \(\Delta_{\rm Mn}\) is made smaller. The closeness of 114 K and 497 K to the measured sizes is likewise an accident of \(t=1\) eV.

Two computed corrections lower the ratio. The exact cluster, with \(J_2\) read from the full width of the multiplet, gives a \(k_BT_N\) below fourth order for every ion: 0.00922 against 0.00984 eV for \(d^5\) (6% of the fourth-order value) and 0.03645 against 0.04286 eV for \(d^8\) (15%). The ratio becomes 3.95. The next order is smaller than the fourth by two more hops, which makes a larger correction at small \(\Delta\) plausible, but its coefficient is not derived here. The Heisenberg form also loosens: for \(d^8\) the lowest gap gives \(J_2=0.00890\) eV, about 2% below the 0.00911 eV from the width. The extra \(d^5\) channels, with \(t_\pi=0.5\), \(U'_{pp}=2\), \(J_p=1\) eV and the same \(\Delta\) and \(U_{\rm eff}\), add \(2\times0.5^4=0.125\) of \(J_\sigma\) from two \(\pi\pi\) channels. Four \(\sigma\pi\) and two \(\pi\pi'\) channels, with \(E_0=18\) eV, add \(-(4\times0.5^2+2\times0.5^4)(1/17-1/19)/0.225=-0.031\). The net \(+0.094\) reduces the fourth-order ratio to \(4.354/1.094=3.98\). Pair hopping on oxygen is neglected here; including it with amplitude \(J_p\) changes these figures to \(+0.096\) and 3.99.

With these parameters the falling \(\Delta\) outweighs the counting factor 1.43 for drops of 2 or 3 eV, though not for 1 eV, where it supplies \(1.96/1.43=1.37\). Starting from \(\Delta=8\) eV the central estimate of the fall does not account for the whole rise, but its uncertainty and the assumed starting \(\Delta\) leave open how large the shortfall is and whether there is one. One conjecture for a remainder is a larger \(t\) at the shorter bond, since 5% in \(t\) multiplies \(J\) by 1.22. Another is fluctuation: \(J_1\) cancels only in mean field, and beyond it can lower \(T_N\) by different fractions in different compounds. Neither is computed here.

### What to do

Exchange constants should be compared as \(4S^2J_2\), the channel strength, after fixing whether a bond carries \(J\) or \(2J\) and whether the spins have length \(S\) or one. The \(\Delta\) and \(U_{\rm eff}\) inserted must be those of the \(S-\tfrac12\) configurations reached through the \(e_g\) orbital, with Hund's coupling included. At \(t/\Delta\) of the size used here the cluster should be diagonalized; the five other oxygens around each cation, omitted above, enter beyond fourth order as well. Their summed squared hopping to the \(3z^2-r^2\) orbital is \(t^2+4(t/2)^2=2t^2\), twice that of the bridging oxygen, and the four planar ones couple to the spectator \(x^2-y^2\) orbital with summed squared hopping \(3t^2\). The M–O–M column of the table and the ratio 3.95 are therefore not converged values. An estimate that lumps these oxygens into one ligand orbital per \(e_g\) orbital, with \(J_2\) read from the top gap of the multiplet, lowers the ratio from 3.99 to about 3.6 (\(3z^2-r^2\) only) and 3.4 (both orbitals), so the cluster should include these oxygens. Fluctuations are expected to lower the absolute mean-field temperatures, and their ratios are reliable only if the fractional lowering is similar along the series, which is not tested here. The Fe and Co rows are interpolations, because the partly filled \(t_{2g}\) shell brings orbital degeneracy and spin–orbit coupling that the spin-only projection ignores. In an electronic-structure calculation the position of the empty \(e_g\) level above the O \(2p\) states needs checking along the series, since at fourth order and fixed \(t\) a small relative error in \(\Delta\) is more than doubled in \(J_2\).

## Computed values

```
inputs: t=1.0 eV, Ueff=8.0 eV, Upp=4.0 eV, JH=0.8 eV, D=[8.0, 7.0, 6.0, 5.0] eV
two-channel check J/t^4: cluster 0.004265, formula 0.004265 eV^-3
Mn2+ UHF/def2-TZVP: A = -11.36 eV, bare Ueff = 21.38 eV
Fe2+ UHF/def2-TZVP: A = -12.75 eV, bare Ueff = 21.58 eV
Co2+ UHF/def2-TZVP: A = -14.04 eV, bare Ueff = 21.65 eV
Ni2+ UHF/def2-TZVP: A = -15.28 eV, bare Ueff = 21.59 eV
A(Ni)-A(Mn) = -3.92 eV; bare Ueff(Ni)-Ueff(Mn) = 0.21 eV
Madelung constant 1.74756 (Evjen 1.74757); e^2 = 14.3996 eV angstrom
rough d = 2.2, 2.1 angstrom: point-ion shift 1.87 eV, net change of D -2.05 eV
Mn S=2.5: S(S+1)=8.75, 4S^2=25, (S+1)/2S=0.7000, U=4.8 eV
  1/Ueff=0.1250, 2/(2D+Upp)=0.1000 1/eV; 4t^4/D^2=0.0625 eV^2
  4th order: J_sigma=0.01406 eV, J2=0.000563 eV; cluster/formula t->0: 1.0000
  4th order: kT_N=0.00984 eV = 114 K
  exact cluster: J2=0.000527 eV (lowest gap 0.000524), kT_N=0.00922 eV = 107 K
Fe S=2.0: S(S+1)=6.00, 4S^2=16, (S+1)/2S=0.7500, U=5.6 eV
  1/Ueff=0.1250, 2/(2D+Upp)=0.1111 1/eV; 4t^4/D^2=0.0816 eV^2
  4th order: J_sigma=0.01927 eV, J2=0.001205 eV; cluster/formula t->0: 1.0000
  4th order: kT_N=0.01446 eV = 168 K
  exact cluster: J2=0.001106 eV (lowest gap 0.001098), kT_N=0.01328 eV = 154 K
Co S=1.5: S(S+1)=3.75, 4S^2=9, (S+1)/2S=0.8333, U=6.4 eV
  1/Ueff=0.1250, 2/(2D+Upp)=0.1250 1/eV; 4t^4/D^2=0.1111 eV^2
  4th order: J_sigma=0.02778 eV, J2=0.003086 eV; cluster/formula t->0: 1.0000
  4th order: kT_N=0.02315 eV = 269 K
  exact cluster: J2=0.002753 eV (lowest gap 0.002717), kT_N=0.02064 eV = 240 K
Ni S=1.0: S(S+1)=2.00, 4S^2=4, (S+1)/2S=1.0000, U=7.2 eV
  1/Ueff=0.1250, 2/(2D+Upp)=0.1429 1/eV; 4t^4/D^2=0.1600 eV^2
  4th order: J_sigma=0.04286 eV, J2=0.010714 eV; cluster/formula t->0: 1.0000
  4th order: kT_N=0.04286 eV = 497 K
  exact cluster: J2=0.009112 eV (lowest gap 0.008896), kT_N=0.03645 eV = 423 K
Ni/Mn: S(S+1) alone 0.2286; 1/4S^2 factor 6.25; fixed-D cluster (JH=1.2 eV) 1.4286
Ni/Mn factors: channel 1.4286, D^-2 2.5600, bracket 1.1905
Ni/Mn ratio: 4th order 4.354, exact cluster 3.953
share of ln ratio: channel 0.242, D^-2 0.639, bracket 0.119
drop of D by 0.00 eV from 8.0 eV: Ni/Mn ratio 1.429
drop of D by 1.00 eV from 8.0 eV: Ni/Mn ratio 1.958
drop of D by 2.00 eV from 8.0 eV: Ni/Mn ratio 2.822
drop of D by 3.00 eV from 8.0 eV: Ni/Mn ratio 4.354
drop of D by 2.05 eV from 8.0 eV: Ni/Mn ratio 2.877
rough measured input 520 K / 120 K = 4.3; drop needed 3.0 eV
d5 extra channels (t_pi=0.5, Uppp=2.0, Jp=1.0 eV): pi-pi +0.1250, cross -0.0310
d5 net relative change +0.0940; corrected Ni/Mn ratio 3.980
5 percent larger t multiplies J by 1.216
```
